# Image Charges and the Donor Ionization Energy in a Thin Nanowire: a numerical check

```python
"""
Shallow donor on the axis of a dielectric wire (Hartree units, 4 pi eps0 = 1).

Result under test: for eps_in > eps_out the ionization energy obeys
    E_b >= E_b0 + <W> + <P> > E_b0,   and   E_b -> E_b0 + C/R for large R.
R: wire radius; mass: electron mass; E_b0 = mass/(2 eps_in^2): bulk value;
a = eps_in/mass: bulk donor radius; W: potential of the donor's image charge,
W(0,0) = C/R; Sigma: image self-energy of the electron; u0: subband state;
P = -(u0'/u0) rho/(mass a r): confinement term.
Averages use the trial state u0(rho) exp(-r/a).
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve, eigsh
from scipy.linalg import eigh_tridiagonal
from scipy.special import ive, kve
from scipy.interpolate import PchipInterpolator
from scipy.constants import physical_constants

EPS_IN, EPS_OUT, MASS = 12.0, 1.0, 0.3
A_BULK = EPS_IN / MASS
EB_BULK = MASS / (2 * EPS_IN**2)
HARTREE_MEV = 1e3 * physical_constants["Hartree energy in eV"][0]
BOHR_NM = 1e9 * physical_constants["Bohr radius"][0]
CONTRAST = (EPS_IN - EPS_OUT) / (EPS_IN + EPS_OUT)


def nodes(upper, count, power):
    """Gauss nodes on (0, upper), crowded towards zero when power > 1."""
    t, w = np.polynomial.legendre.leggauss(count)
    t, w = (t + 1) / 2, w / 2
    return upper * t**power, upper * power * t**(power - 1) * w


def image_kernel(m, x, s1, s2):
    """A_m(x) I_m(x s1) I_m(x s2), with exponentially scaled functions."""
    q = ive(m + 1, x) / ive(m, x) + m / x
    p = kve(abs(m - 1), x) / kve(m, x) + m / x
    reflect = (EPS_IN - EPS_OUT) * p / (EPS_IN * q + EPS_OUT * p)
    bessels = (kve(m, x) * ive(m, x * s1)) * (ive(m, x * s2) / ive(m, x))
    return reflect * bessels * np.exp(x * (s1 + s2 - 2))


X_W, G_W = nodes(60.0, 900, 3)


def donor_image(s, zeta):
    """R*W on the grid rho = s R, z = zeta R."""
    s, zeta = np.atleast_1d(s), np.atleast_1d(zeta)
    radial = image_kernel(0, X_W[:, None], s[None, :], 0.0) * G_W[:, None]
    return 2 / (np.pi * EPS_IN) * radial.T @ np.cos(np.outer(X_W, zeta))


X_0, G_0 = nodes(300.0, 400, 3)
X_M, G_M = nodes(120.0, 300, 1)
S_TAB = np.linspace(0, 0.88, 23)
high = np.zeros_like(S_TAB)
for m in range(1, 51):
    high += 2 * G_M @ image_kernel(m, X_M[:, None], S_TAB, S_TAB)
# m >= 1 part times (1-s^2); its surface value is the planar image law
HIGH_FIT = PchipInterpolator(
    np.append(S_TAB**2, 1.0),
    np.append(high / np.pi * (1 - S_TAB**2), CONTRAST / 2))


def self_energy(s):
    """R*Sigma at rho = s R."""
    s = np.atleast_1d(s)
    low = G_0 @ image_kernel(0, X_0[:, None], s, s) / np.pi
    return (low + HIGH_FIT(s**2) / (1 - s**2)) / EPS_IN


def graded(length, scale, n):
    k = np.arcsinh(length / scale)
    edges = scale * np.sinh(k * np.arange(n + 1) / n)
    edges[-1] = length
    return edges, scale * np.sinh(k * (np.arange(n) + 0.5) / n)


def stiffness(edges, centres, face, eps):
    """Finite-volume -d(face*eps*d): no flux at start, zero value at end."""
    left = eps[:-1] / (edges[1:-1] - centres[:-1])
    right = eps[1:] / (centres[1:] - edges[1:-1])
    g = face[1:-1] * left * right / (left + right)
    end = face[-1] * eps[-1] / (edges[-1] - centres[-1])
    main = np.append(g, end) + np.append(0.0, g)
    return sp.diags([-g, main, -g], [-1, 0, 1], format="csr")


# --- Electrostatics: real-space Poisson solution with R = 1 ---
C = donor_image(0.0, 0.0)[0, 0]
n_in, far = 40, 5000.0
out_e, out_c = graded(far, 0.5, 150)
re = np.concatenate([np.linspace(0, 1, n_in + 1), 1 + out_e[1:]])
rc = np.concatenate([(np.arange(n_in) + 0.5) / n_in, 1 + out_c])
ze, zc = graded(far, 0.5, 150)
eps = np.where(rc < 1, EPS_IN, EPS_OUT)
vol, dz = np.diff(re**2) / 2, np.diff(ze)
K = (sp.kron(stiffness(re, rc, re, eps), sp.diags(dz))
     + sp.kron(sp.diags(eps * vol),
               stiffness(ze, zc, np.ones_like(ze), np.ones_like(zc))))
jump = -(EPS_IN - EPS_OUT) / (EPS_IN * (1 + zc**2)**1.5)
ga = EPS_IN / (1 - rc[n_in - 1])
gb = EPS_OUT / (rc[n_in] - 1)
rhs = np.zeros((len(rc), len(zc)))
rhs[n_in - 1] = -ga * jump * dz / (ga + gb)
rhs[n_in] = -gb * jump * dz / (ga + gb)
w_num = spsolve(K.tocsc(), rhs.ravel()).reshape(rhs.shape)
assert np.all(w_num > 0)
worst_w = 0.0
for i, z_target in ((0, 0.0), (30, 0.0), (20, 1.0), (35, 2.0), (0, 5.0)):
    j = min(np.searchsorted(zc, z_target), len(zc) - 1)
    ref = donor_image(rc[i], zc[j])[0, 0]
    worst_w = max(worst_w, abs(w_num[i, j] / ref - 1))
assert worst_w < 0.015, worst_w
j = np.searchsorted(zc, 100.0)
far_ratio = EPS_OUT * zc[j] * (w_num[0, j] + 1 / (EPS_IN * zc[j]))
assert abs(far_ratio - 1) < 0.04, far_ratio  # outer box costs about 2%

# --- Angular modes: radial Green functions with and without contrast ---
edges = np.linspace(0, 12, 2401)
cent = (edges[1:] + edges[:-1]) / 2
vol1, src = np.diff(edges**2) / 2, 120
worst_mode = 0.0
for m in range(4):
    green = []
    for e in (np.where(cent < 1, EPS_IN, EPS_OUT), np.full(2400, EPS_IN)):
        op = stiffness(edges, cent, edges, e)
        op = op + sp.diags(e * vol1 * (1 + m**2 / cent**2))
        b = np.zeros(2400)
        b[src] = 1.0
        green.append(spsolve(op.tocsc(), b)[src])
    ref = image_kernel(m, 1.0, cent[src], cent[src]) / EPS_IN
    worst_mode = max(worst_mode, abs((green[0] - green[1]) / ref - 1))
assert worst_mode < 0.015, worst_mode
planar = CONTRAST / (2 * np.hypot(50, 50))
assert abs(image_kernel(50, 50.0, 1.0, 1.0) / planar - 1) < 0.03
assert np.all(np.diff(self_energy(np.linspace(0, 0.98, 60))) > 0)
assert abs(self_energy(0.0)[0] / (C / 2) - 1) < 1e-3


# --- Quantum problem: direct diagonalization in (rho, z) ---
def subband(R, use_self, n, scale):
    re, rc = graded(R, scale, n)
    vol = np.diff(re**2) / 2
    half = sp.diags(vol**-0.5)
    h = half @ stiffness(re, rc, re, np.ones(n)) @ half / (2 * MASS)
    if use_self:
        h = h + sp.diags(self_energy(rc / R) / R)
    e, v = eigh_tridiagonal(h.diagonal(), h.diagonal(1),
                            select="i", select_range=(0, 0))
    return rc, vol, h, e[0], v[:, 0]


def donor(R, use_self, use_image, n=110):
    rc, vol, h_rad, edge, u = subband(R, use_self, n, 20.0)
    ze, zc = graded(12 * A_BULK, 20.0, n)
    dz = np.diff(ze)
    half = sp.diags(dz**-0.5)
    h_z = half @ stiffness(ze, zc, np.ones(n + 1), np.ones(n)) @ half
    r = np.hypot(rc[:, None], zc[None, :])
    w = donor_image(rc / R, zc / R) / R if use_image else 0 * r
    pot = -1 / (EPS_IN * r) - w
    H = (sp.kron(h_rad, sp.eye(n)) + sp.kron(sp.eye(n), h_z / (2 * MASS))
         + sp.diags(pot.ravel())).tocsc()
    shift = edge - 6 * EB_BULK - 1.5 * C / R
    level = eigsh(H, k=1, sigma=shift, return_eigenvectors=False)[0]
    psi = u[:, None] * np.sqrt(dz)[None, :] * np.exp(-r / A_BULK)
    psi /= np.linalg.norm(psi)
    trial = edge - psi.ravel() @ (H @ psi.ravel())
    u0 = u / np.sqrt(vol)
    slope = np.gradient(u0, rc, edge_order=2) / u0
    assert np.all(slope[1:-1] < 1e-6)
    P = -slope[:, None] * rc[:, None] / (r * MASS * A_BULK)
    return dict(Eb=edge - level, edge=edge, level=level, trial=trial,
                W=np.sum(psi**2 * w), P=np.sum(psi**2 * P))


bulk_like = donor(2000.0, False, False)
assert abs(bulk_like["level"] / -EB_BULK - 1) < 0.005

results = {}
for R in (60.0, 100.0, 200.0, 400.0):
    plain = donor(R, False, False)
    selfed = donor(R, True, False)
    full = donor(R, True, True)
    bound = EB_BULK + full["W"] + full["P"]
    assert abs(full["trial"] / bound - 1) < 0.01
    assert full["Eb"] > bound * 0.995 and full["Eb"] > EB_BULK + full["W"]
    assert full["Eb"] - selfed["Eb"] > 0.5 * (full["Eb"] - EB_BULK)
    results[R] = (plain, selfed, full, bound)

coarse = donor(100.0, True, True, 70)["Eb"]
grid_change = abs(coarse / results[100.0][2]["Eb"] - 1)
assert grid_change < 0.005

wide = donor(2000.0, True, True)
law_ratio = (wide["Eb"] - EB_BULK) / (C / 2000.0)
assert abs(law_ratio - 1) < 0.08, law_ratio

# Free electron in the shallow self-energy minimum of a very wide wire
R_big = 4.0e4
e_big = subband(R_big, True, 400, R_big / 4)[3]
sig0, sig1 = self_energy(np.array([0.0, 0.05])) / R_big
omega = np.sqrt(2 * (sig1 - sig0) / (0.05 * R_big)**2 / MASS)
osc_ratio = (e_big - sig0) / omega
assert abs(osc_ratio - 1) < 0.10, osc_ratio

print(f"eps_in = {EPS_IN:.0f}, eps_out = {EPS_OUT:.0f}, mass = {MASS} m_e")
print(f"bulk donor radius a = {A_BULK:.1f} bohr")
print(f"bulk ionization energy = {1e3*EB_BULK:.3f} mHa")
print(f"  the same = {HARTREE_MEV*EB_BULK:.1f} meV")
print(f"image constant C = {C:.4f} hartree bohr")
print(f"largest W deviation, Poisson grid = {100*worst_w:.2f} %")
print(f"largest mode deviation = {100*worst_mode:.2f} %")
print(f"eps_out*z*phi at z = {zc[j]:.0f} R: {far_ratio:.3f}")
for R, (plain, selfed, full, bound) in results.items():
    print(f"R = {R:.0f} bohr; energies in mHa:")
    print(f"  E_b, confinement only = {1e3*plain['Eb']:.3f}")
    print(f"  E_b, self-energy added = {1e3*selfed['Eb']:.3f}")
    print(f"  E_b, donor image added (full) = {1e3*full['Eb']:.3f}")
    print(f"  <W> = {1e3*full['W']:.3f}, <P> = {1e3*full['P']:.3f}")
    print(f"  lower bound = {1e3*bound:.3f}")
    print(f"  C/R = {1e3*C/R:.3f}, E_b0 + C/R = {1e3*(EB_BULK+C/R):.3f}")
main = results[100.0][2]
print(f"main case: R = 100 bohr = {100*BOHR_NM:.2f} nm")
print(f"  subband edge = {1e3*main['edge']:.3f} mHa")
print(f"  donor level = {1e3*main['level']:.3f} mHa")
print(f"  full E_b = {HARTREE_MEV*main['Eb']:.1f} meV")
print(f"  full E_b / bulk E_b0 = {main['Eb']/EB_BULK:.2f}")
print(f"  change on coarser grid = {100*grid_change:.2f} %")
print(f"R = 2000 bohr: (E_b-E_b0)/(C/R) = {law_ratio:.3f}")
print(f"R = 40000 bohr: (E0-Sigma(0))/oscillator = {osc_ratio:.3f}")
print("verified")
```

Printed output:

```
eps_in = 12, eps_out = 1, mass = 0.3 m_e
bulk donor radius a = 40.0 bohr
bulk ionization energy = 1.042 mHa
  the same = 28.3 meV
image constant C = 0.4630 hartree bohr
largest W deviation, Poisson grid = 0.06 %
largest mode deviation = 0.00 %
eps_out*z*phi at z = 105 R: 0.990
R = 60 bohr; energies in mHa:
  E_b, confinement only = 2.533
  E_b, self-energy added = 2.591
  E_b, donor image added (full) = 10.247
  <W> = 7.593, <P> = 1.383
  lower bound = 10.018
  C/R = 7.717, E_b0 + C/R = 8.758
R = 100 bohr; energies in mHa:
  E_b, confinement only = 1.811
  E_b, self-energy added = 1.876
  E_b, donor image added (full) = 6.493
  <W> = 4.605, <P> = 0.738
  lower bound = 6.384
  C/R = 4.630, E_b0 + C/R = 5.672
R = 200 bohr; energies in mHa:
  E_b, confinement only = 1.280
  E_b, self-energy added = 1.341
  E_b, donor image added (full) = 3.656
  <W> = 2.313, <P> = 0.272
  lower bound = 3.627
  C/R = 2.315, E_b0 + C/R = 3.357
R = 400 bohr; energies in mHa:
  E_b, confinement only = 1.103
  E_b, self-energy added = 1.138
  E_b, donor image added (full) = 2.296
  <W> = 1.157, <P> = 0.092
  lower bound = 2.291
  C/R = 1.157, E_b0 + C/R = 2.199
main case: R = 100 bohr = 5.29 nm
  subband edge = 3.458 mHa
  donor level = -3.035 mHa
  full E_b = 176.7 meV
  full E_b / bulk E_b0 = 6.23
  change on coarser grid = 0.01 %
R = 2000 bohr: (E_b-E_b0)/(C/R) = 1.038
R = 40000 bohr: (E0-Sigma(0))/oscillator = 1.022
verified
```
